# Implicit gradient and dipolar forces for three-component polarization by rank-one inversion

In a simple model of a ferroelectric quenched into its polar phase, a small, disordered polarization grows and sorts itself into domains. Wherever the polarization \(\mathbf P\) has a divergence it leaves bound charge, and the field of that charge can push the divergence away far faster than the domains evolve. A simulation that follows the domains must therefore survive forces whose own motion is of little interest. How should one time step be built so that these forces do not set its length?

## The model and its two stiff forces

Take a periodic cell and overdamped dynamics,

\[
\frac{\partial\mathbf P}{\partial t}=-L\,\frac{\delta F}{\delta\mathbf P},
\]

with a kinetic coefficient \(L>0\). The local part of the energy density is

\[
f=-\frac a2|\mathbf P|^2+\frac b4\sum_iP_i^4+\frac c2\sum_{i<j}P_i^2P_j^2 ,\qquad a,b>0,\; c>b .
\]

Its minima are the six states with one component equal to \(\pm P_s\), where \(P_s^2=a/b\), and their depth is \(aP_s^2/4\).

The gradient energy is assumed isotropic. Up to terms that integrate to zero in a periodic cell, the general isotropic quadratic form is

\[
\frac g2\sum_{ij}(\partial_iP_j)^2+\frac h2(\nabla\!\cdot\mathbf P)^2,\qquad g\ge0,\quad g+h\ge0 .
\]

Isotropy thus permits two constants; the numerical example below sets \(h=0\). With fields written as sums of \(e^{i\mathbf k\cdot\mathbf r}\), \(\nabla\) becomes \(i\mathbf k\). The variation \(-g\nabla^2\mathbf P-h\nabla(\nabla\!\cdot\mathbf P)\) becomes \(gk^2\hat{\mathbf P}+h\mathbf k(\mathbf k\cdot\hat{\mathbf P})\).

For the dipolar field, let the faster polarization mechanisms be a uniform background of relative permittivity \(\varepsilon_b\). Then \(\mathbf E_d=-\nabla\varphi\) and \(\nabla\cdot(\varepsilon_0\varepsilon_b\mathbf E_d+\mathbf P)=0\). In Fourier space the second equation reads

\[
\varepsilon_0\varepsilon_bk^2\hat\varphi+i\mathbf k\cdot\hat{\mathbf P}=0 .
\]

Solving for \(\hat\varphi\) and using \(\hat{\mathbf E}_d=-i\mathbf k\hat\varphi\) gives

\[
\hat{\mathbf E}_d=-D\,\mathbf n(\mathbf n\cdot\hat{\mathbf P}),\qquad \mathbf n=\frac{\mathbf k}{k},\quad D=\frac1{\varepsilon_0\varepsilon_b}.
\]

The field energy per mode, \(\tfrac12\varepsilon_0\varepsilon_b|\hat{\mathbf E}_d|^2=\tfrac12D|\mathbf n\cdot\hat{\mathbf P}|^2\), has the variation \(D\mathbf n(\mathbf n\cdot\hat{\mathbf P})=-\hat{\mathbf E}_d\), as it must.

Both nonlocal forces are linear. Together they form, at each \(\mathbf k\neq0\), the operator

\[
K=gk^2I+(hk^2+D)\,\mathbf n\mathbf n^{T}.
\]

At \(\mathbf k=0\) there is no bound charge inside the cell. The mean field is set by the electrodes; call it \(\mathbf E_0\) and hold it fixed. It adds \(-\mathbf E_0\cdot\mathbf P\) to the energy density, and \(K=0\) there. An open circuit would need a different rule for this one mode.

## What goes wrong with simpler steps

Write \(\tau=L\Delta t\) and perturb a uniform domain \(\mathbf P=P_s\hat{\mathbf z}\). The second derivatives of \(f\) there are \(2a\) along \(z\) and \(s=cP_s^2-a\) across it. Consider wavevectors in the \(xy\) plane, \(h=0\), and \(s\ge2a\). A perturbation along \(\mathbf n\) then feels the total stiffness \(s+gk^2+D\), the largest of the three directions.

An explicit Euler step multiplies it by \(1-\tau(s+gk^2+D)\). The magnitude stays below one at every \(k\) if

\[
\Delta t<\frac{2}{L(s+gk_{\max}^2+D)} .
\]

Refining the grid raises \(k_{\max}\) and shortens the step, in proportion to the square of the spacing once \(gk_{\max}^2\) dominates.

A first cure makes the gradient force implicit. For \(h=0\) this is a division by \(1+\tau gk^2\), component by component. The multiplier becomes \([1-\tau(s+D)]/(1+\tau gk^2)\). It stays above \(-1\) if \(\tau(s+D)-1<1+\tau gk^2\), and the longest wave is now the worst:

\[
\Delta t<\frac{2}{L(s+D-gk_{\min}^2)} .
\]

The grid no longer matters much, but \(D\) still does. The dipolar force does not weaken at long wavelength, so no gradient term can tame it there.

To size this, take round parameters in the rough regime of lead titanate at room temperature: \(P_s=70\ \mu\mathrm{C/cm^2}\), \(a=6\times10^8\) J m/C², \(c=4b\), \(g=2\times10^{-10}\) J m³/C², \(h=0\), \(\varepsilon_b=7\), and \(L=1000\) S/m. Then \(s=3a=1.8\times10^9\) and \(D=1.61\times10^{10}\) J m/C², or \(27a\). A square grid of \(63\times63\) points at 0.4 nm spacing has \(gk_{\max}^2=2.39\times10^{10}\) J m/C². The limits are 0.048 ps for the explicit step and 0.112 ps with the gradient implicit. The local relaxation time \(1/(La)\) is 1.67 ps, so both schemes spend their steps on forces that have already done their work.

## Making both forces implicit

Evaluate all of \(K\) at the new time and leave the nonlinear force at the old one:

\[
\mathbf P'+\tau K\mathbf P'=\mathbf r,\qquad \mathbf r=\mathbf P-\tau\big(\nabla_{\!P}f(\mathbf P)-\mathbf E_0\big).
\]

The price is that the components no longer separate: \(\mathbf n\mathbf n^T\) mixes them. At each \(\mathbf k\neq0\) the equation is

\[
(\alpha I+\beta\,\mathbf n\mathbf n^{T})\hat{\mathbf P}'=\hat{\mathbf r},\qquad
\alpha=1+\tau gk^2,\quad \beta=\tau(hk^2+D).
\]

After division by \(\alpha\) this is an identity plus a rank-one matrix, which needs no general \(3\times3\) solver. Project the equation on \(\mathbf n\), using \(\mathbf n\cdot\mathbf n=1\):

\[
(\alpha+\beta)(\mathbf n\cdot\hat{\mathbf P}')=\mathbf n\cdot\hat{\mathbf r}.
\]

The single unknown that coupled the components is now known. Put it back into \(\alpha\hat{\mathbf P}'=\hat{\mathbf r}-\beta\mathbf n(\mathbf n\cdot\hat{\mathbf P}')\):

\[
\boxed{\;\hat{\mathbf P}'=\frac1\alpha\left[\hat{\mathbf r}-\frac{\beta}{\alpha+\beta}\,\mathbf n(\mathbf n\cdot\hat{\mathbf r})\right]\;}
\]

This is the Sherman–Morrison formula for the present matrix. The part of \(\hat{\mathbf r}\) across \(\mathbf n\) is divided by \(\alpha\) and the part along \(\mathbf n\) by \(\alpha+\beta=1+\tau[(g+h)k^2+D]\). Both divisors are at least one under the stated signs of \(g\) and \(g+h\), so the inverse exists for every step length. At \(\mathbf k=0\), \(\hat{\mathbf P}'=\hat{\mathbf r}\).

Two limits show what the formula does. For \(\beta\to0\) it is the component-wise division of the simpler scheme. For \(\beta\gg\alpha\) the bracket removes the whole longitudinal part, and the new polarization is nearly free of divergence.

One mode shows the arithmetic. In the 25.2 nm cell take the wavevector with 3 periods along \(x\) and 4 along \(y\), so that \(k=2\pi\times5/25.2=1.247\) nm⁻¹ and \(\mathbf n=(0.6,0.8,0)\). With \(\Delta t=0.25\) ps, \(\tau=2.5\times10^{-10}\) C²/(J m), hence \(\alpha=1.0777\), \(\beta=4.0336\) and \(\beta/(\alpha+\beta)=0.7892\). Let \(\hat{\mathbf r}=(1,0,2)\) in arbitrary units. Then \(\mathbf n\cdot\hat{\mathbf r}=0.6\), and

\[
\hat{\mathbf P}'=\frac{(1,0,2)-0.7892\times0.6\,(0.6,0.8,0)}{1.0777}=(0.664,-0.351,1.856).
\]

The longitudinal part falls from 0.6 to 0.117, while the \(z\) component loses 7%. A \(y\) component appears although \(\hat r_y=0\): the field of the bound charge points along \(\mathbf n\), not along \(\mathbf P\).

## The grid must respect the sign of k

A real field needs \(\hat{\mathbf P}(-\mathbf k)=\hat{\mathbf P}(\mathbf k)^*\), and the inverse preserves this because \(\mathbf n\mathbf n^T\) is even in \(\mathbf k\). With an even number of points per axis, however, the wavenumber \(-\pi/\Delta x\) also stands for \(+\pi/\Delta x\). The stored partner of \((-\pi/\Delta x,q)\) is \((-\pi/\Delta x,-q)\), for which \(n_xn_y\) has the opposite sign. The symmetry breaks and the new polarization acquires an imaginary part. An odd number of points per axis has no such wavenumber and removes the fault.

## How long may the step be?

Repeat the perturbation of the uniform domain. A longitudinal mode is now multiplied by \((1-\tau s)/(1+\tau gk^2+\tau D)\), and the implicit forces only help. For \(s\ge2a\), that is \(c\ge3b\), the worst mode is the uniform one across \(z\), which has no denominator:

\[
\Delta t<\frac{2}{Ls}=1.11\ \text{ps}.
\]

For these parameters that is 23 times the explicit limit and 10 times the limit with the gradient alone implicit. For \(b<c<3b\) the uniform mode along \(z\) is stiffer, and the limit is \(1/(La)\) instead. The scheme is not unconditionally stable, because the Landau force is still explicit.

Domain walls are far from uniform, so a second condition is useful. Let \(\boldsymbol\delta=\mathbf P'-\mathbf P\), let \(\langle\cdot,\cdot\rangle\) be the cell average of the scalar product, with \(\|\boldsymbol\delta\|^2=\langle\boldsymbol\delta,\boldsymbol\delta\rangle\), and let \(M\) bound the second derivative of \(f\) in every direction along the step. Taylor's theorem gives

\[
f(\mathbf P')-f(\mathbf P)\le\nabla_{\!P}f(\mathbf P)\cdot\boldsymbol\delta+\tfrac M2|\boldsymbol\delta|^2 .
\]

Since \(K\) is symmetric, the quadratic energy changes by

\[
\tfrac12\langle\mathbf P',K\mathbf P'\rangle-\tfrac12\langle\mathbf P,K\mathbf P\rangle
=\langle\boldsymbol\delta,K\mathbf P'\rangle-\tfrac12\langle\boldsymbol\delta,K\boldsymbol\delta\rangle .
\]

The step itself says \(\nabla_{\!P}f(\mathbf P)-\mathbf E_0+K\mathbf P'=-\boldsymbol\delta/\tau\). Adding the two changes and the field term \(-\langle\mathbf E_0,\boldsymbol\delta\rangle\),

\[
\Delta F\le-\Big(\frac1\tau-\frac M2\Big)\|\boldsymbol\delta\|^2-\tfrac12\langle\boldsymbol\delta,K\boldsymbol\delta\rangle ,
\]

where \(F\) is counted per unit volume. Since \(K\) is nonnegative, \(\tau\le2/M\) suffices for the energy not to rise.

To find \(M\), take a unit vector \(\mathbf v\). Differentiating \(f\) twice along it gives

\[
-a+c|\mathbf P|^2+2c(\mathbf P\cdot\mathbf v)^2-3(c-b)\sum_iP_i^2v_i^2 .
\]

The Cauchy inequality gives \(\sum_iP_i^2v_i^2\ge(\mathbf P\cdot\mathbf v)^2/3\). For \(c\ge b\) the expression is therefore at most \(-a+c|\mathbf P|^2+(b+c)(\mathbf P\cdot\mathbf v)^2\). If \(|\mathbf P|\le R\) before and after the step, it holds on the straight path between them, and

\[
M=(b+2c)R^2-a .
\]

Because \(R\) includes the new state, the condition is confirmed after the step; if it fails, the step can be repeated with a smaller \(\tau\).

Stability is not accuracy. Old and new times are mixed in one-sided fashion, so the error at a fixed time is of first order in \(\Delta t\). Stationary states do not suffer: setting \(\mathbf P'=\mathbf P\) leaves \(\nabla_{\!P}f-\mathbf E_0+K\mathbf P=0\), without \(\tau\). A 180° wall with \(P_z(x)=P_s\tanh(x/\xi)\) satisfies this equation for \(\mathbf E_0=0\) when \(\xi=\sqrt{2g/a}=0.82\) nm, whatever step was used to reach it. It carries no bound charge, and its energy is \(\int gP_z'^2dx=4gP_s^2/(3\xi)=160\) mJ/m².

## Relaxation from noise

Start the 25.2 nm cell, uniform along \(z\) and with \(\mathbf E_0=0\), from independent normal noise of standard deviation \(0.05P_s\) in each component, and use steps of 0.25 ps. The longitudinal share is \(\sum|\mathbf n\cdot\hat{\mathbf P}|^2/\sum|\hat{\mathbf P}|^2\) over \(\mathbf k\ne0\).

| Time (ps) | Energy (J/cm³) | Longitudinal share | Peak \(E_d\) (MV/cm) |
|---|---|---|---|
| 0 | 23.5 | 0.34 | 18 |
| 5 | −1.2 | \(1\times10^{-7}\) | 0.02 |
| 20 | −49.6 | \(4\times10^{-5}\) | 1.6 |
| 60 | −61.9 | \(3\times10^{-6}\) | 1.0 |

The noise begins with about one third of its weight along \(\mathbf n\), one direction of three. While \(\mathbf P\) is small, each step multiplies a long transverse wave by nearly \(1+\tau a=1.15\), and a longitudinal one by \(1.15/(1+\tau D)=0.23\). The initial bound charge dies out while the transverse polarization grows. The later rise of the share comes from the cubic part of the Landau force, the one term here that turns transverse polarization into longitudinal. With the same noise and step but \(D=0\), the share at 20 ps is 0.44.

The largest \(|\mathbf P|\) met in the run is \(1.025P_s\). With \(b+2c=9b\) this gives \(M=(9\times1.025^2-1)a\) and \(2/(LM)=0.39\) ps, so the chosen step of 0.25 ps lies inside the guarantee. A longer step could reach a larger \(|\mathbf P|\) and would need its own check. At 60 ps the energy is still above the uniform value of −73.5 J/cm³, because walls remain. \(P_z\) is the largest component on 70% of the area. \(P_z\) makes no charge in a cell uniform along \(z\), but one run does not establish a preference: six other noise samples gave shares from 34% to 82% at 60 ps, with peak fields from 1.1 to 2.1 MV/cm.

Halving the step changes the energy at 5 ps from −1.18 to −1.41 J/cm³, a difference of 16% of the latter. The explicit growth factor of long waves accounts for its size: 20 steps of 1.15 give 16.4, and 40 steps of 1.075 give 18.0. The squares stand in the ratio 0.82, against 0.84 for the energies. By 60 ps the energies differ by 0.1%, while the rms difference in \(\mathbf P\) is 1.2 µC/cm², or 1.7% of \(P_s\). One halving does not remove the whole error. With very short steps the energy at 5 ps is −1.7 J/cm³ and the longitudinal share \(4\times10^{-7}\), while the peak field at 20 ps is 1.4 instead of 1.6 MV/cm. Anyone who needs the early growth must use a shorter step than stability asks for.

## Where the assumptions give way

Cubic crystals allow a further gradient term \((\gamma/2)\sum_i(\partial_iP_i)^2\), which adds \(\gamma k_i^2\) to the diagonal. The matrix is then \(\mathrm{diag}(d_i)+w\,\mathbf k\mathbf k^T\), with \(d_i=1+\tau(gk^2+\gamma k_i^2)\) and \(w=\tau(h+D/k^2)\). The boxed formula fails, but its derivation survives. With \(q=\mathbf k\cdot\hat{\mathbf P}'\),

\[
\hat P'_i=\frac{\hat r_i-wk_iq}{d_i},\qquad
q=\frac{\sum_ik_i\hat r_i/d_i}{1+w\sum_ik_i^2/d_i},
\]

where the second equation follows by multiplying the first by \(k_i\) and summing. For an uncharged 90° wall, \(\mathbf n=(1,1,0)/\sqrt2\) and the polarization varies along \((1,-1,0)/\sqrt2\). The effective coefficient is \(g+\gamma/2\). If \(\gamma=g\), the wall energy rises by a factor of \(\sqrt{1.5}\), that is by 22%, with the polarization path held fixed.

For lead titanate itself, the polarization and the nanometre wall width are of the right rough size, while \(L\) is a free choice that sets the clock. The ordering \(s>2a\) is also a choice: published Landau coefficients make the crystal softer across \(\mathbf P\) than along it, so there the stiffness along \(\mathbf P\) would set the step limit. The gravest omission is elasticity. A tetragonal strain of roughly 0.06 and a modulus of roughly 100 GPa give \(\tfrac12\times100\ \text{GPa}\times0.06^2=180\) J/cm³ if the strain is fully blocked, 2.4 times the well depth. The pattern of 90° domains found here is therefore no prediction for the material. Inertia is missing too. If a soft mode near 3 THz has the stiffness \(2a\), its inertial coefficient is \(\mu=2a/\omega^2\), and the velocity settles in a time \(\mu L=0.003\) ps. That is far below the dipolar relaxation time \(1/(LD)=0.06\) ps, so at the chosen \(L\) the initial loss of charge stays overdamped, and inertia changes its rate by about 6% for long waves and about 20% for the shortest waves on the grid. A weakly damped mode would call for a larger \(L\), and the longitudinal polarization could then oscillate instead of simply decaying. The peak field at 60 ps is comparable with a rough breakdown field of 1 MV/cm; mobile carriers, absent here, could screen it. Finally, the wall width \(2\xi\) is about four lattice cells, so pinning of walls by the lattice is also outside this continuum model.
